# Powder magnetisation at finite field for fixed and free grains, part 2

The problem is the mean moment along the field \(\mathbf B\) of a powder of randomly oriented grains. The model is one \(J\) multiplet per ion, with non-interacting ions and no demagnetising field. The algebra is in atomic units, with \(\mu_B=1/2\) and \(\beta=1/kT\); numerical values carry their own units. With \(\mathbf n\) the field direction in the crystal frame and \(H_{\rm CF}\) the crystal field,
\[
H(\mathbf n)=H_{\rm CF}+g_J\mu_BB\,\mathbf n\cdot\mathbf J .
\]
Here \(Z=\mathrm{Tr}\,e^{-\beta H}\), \(F=-kT\ln Z\), \(M_{\mathbf n}=-\partial F/\partial B\), and \(\langle\cdot\rangle\) is the uniform sphere average over \(\mathbf n\). Fixed grains give \(M_{\rm pow}=\langle M_{\mathbf n}\rangle\).

The Ising doublet has moment \(\pm\mu\) along an axis \(\mathbf e\) and none across it. With \(u=\mathbf n\cdot\mathbf e\), uniform on \([-1,1]\), \(x=\mu B/kT\) and \(f(u)=u\tanh xu\), it has \(Z=2\cosh xu\), \(M_{\mathbf n}=\mu f(u)\) and \(M_{\rm pow}=\mu\,m(x)\), where, with \(q=e^{-2x}\),
\[
m(x)=\frac12-\frac{\pi^2}{24x^2}+\frac{\ln(1+q)}x-\frac{\mathrm{Li}_2(-q)}{2x^2}.
\]

A Lebedev rule with directions \(\mathbf n_i\) and positive weights \(w_i\) integrates spherical harmonics of degree \(\le L\) exactly. The naive scheme \((M_x+M_y+M_z)/3\) is the six-point rule, \(L=3\). For the doublet, the error \(E_L\) in units of \(\mu\) obeys, for every \(\mathbf e\), the Ising bound
\[
|E_L|\le\frac8x\sum_j\frac{a_j}{\sqrt{1+a_j^2}}\,\frac{\rho_j^{-(L+1)}}{1-\rho_j^{-2}},
\]
with \(a_j=(j+\frac12)\pi/x\), \(j\ge0\), and \(\rho_j=a_j+\sqrt{1+a_j^2}\). At large \(L\) it falls as \(e^{-L\,\mathrm{asinh}(\pi/2x)}\).

At \(T=0\), \(f\) becomes \(|u|\), with a kink at \(u=0\), and \(|E_L|\le4/(\pi L)\). There, rotating the grid off the easy axis reduces the error at equal \(L\), in the rms sense over orientations. The same is expected, but untested, at \(T>0\) for \(L\ll2x/\pi\).

## Free grains

If the grains can turn, the uniform average is itself the wrong scheme, since orientation becomes a thermal variable. Take a grain of \(N\) parallel ions, with classical orientation and no friction or gravity. Its partition function is \(\langle Z^N\rangle\) times a field-independent kinetic factor. Per ion,
\[
F_N=-\frac{kT}N\ln\langle Z^N\rangle,\qquad M_N=-\frac{\partial F_N}{\partial B}=\frac{\langle M_{\mathbf n}Z^N\rangle}{\langle Z^N\rangle},
\]
using \(\partial_BZ^N=N\beta M_{\mathbf n}Z^N\). The same diagonalisations serve, with weights \(w_iZ_i^N\). The fixed powder is the formal case \(N\to0\). Differentiating numerator and denominator with \(\partial_NZ^N=Z^N\ln Z\) gives \(\partial M_N/\partial N=\mathrm{Cov}(M_{\mathbf n},\ln Z)\) in the weight \(Z^N\).

Concavity of the logarithm gives \(\ln\langle Z\rangle\ge\langle\ln Z\rangle\), and convexity of the power gives that \(\langle Z^N\rangle^{1/N}\) grows with \(N\) up to \(\max Z\). Thus \(\langle F\rangle\ge F_1\ge F_N\ge F_{\min}\) for \(N\ge1\). All four coincide at \(B=0\), so \(\int_0^B(M_N-M_{\rm pow})\,dB'=\langle F\rangle-F_N\ge0\). This argument orders the integral only, not the moments at each field. For the Ising ion both \(M_{\mathbf n}\) and \(\ell=\ln Z\) increase with \(|u|\), so the covariance, which equals half the double average of \([M(u)-M(v)][\ell(u)-\ell(v)]\), is positive, and \(M_N\) rises with \(N\) at each field.

Three Ising limits are explicit. For \(N=1\), \(\langle2\cosh xu\rangle=2\sinh x/x\), and \(M_1=\mu\,\frac d{dx}\ln(\sinh x/x)=\mu(\coth x-1/x)\): a free Ising unit is a classical Langevin moment. For \(Nx\tanh x\gg1\), set \(u=1-s\). Then \(N\ln\cosh xu\approx{\rm const}-sNx\tanh x\), an exponential weight with mean \(\bar s=1/(Nx\tanh x)\), and \(f\approx\tanh x-s(\tanh x+x\,\mathrm{sech}^2x)\), so to order \(1/N\)
\[
\frac{M_N}\mu=\tanh x-\frac{\tanh x+x\,\mathrm{sech}^2x}{Nx\tanh x}.
\]
The weight is confined to a cone of half-angle \(\sqrt{2\bar s}\), and a grid resolves it only if \(L\) is several times the inverse of that angle, about four to five times for 10% accuracy in \(\tanh x-M_N/\mu\). For large \(N\) one minimises \(F(\mathbf n)\) directly and evaluates \(M\) there.

For \(x\ll1\) and \(Nx^4\ll1\), the weight is \(e^{\lambda u^2}\) with \(\lambda=Nx^2/2\), and \(f\approx xu^2\). With the Dawson function \(\mathcal D(z)=e^{-z^2}\int_0^ze^{t^2}dt\), one has \(I=\int_0^1e^{\lambda u^2}du=e^\lambda \mathcal D(\sqrt\lambda)/\sqrt\lambda\), and integration by parts gives \(\int_0^1u^2e^{\lambda u^2}du=(e^\lambda-I)/2\lambda\). Hence
\[
\frac{M_N}{\mu x}=\frac1{2\sqrt\lambda\,\mathcal D(\sqrt\lambda)}-\frac1{2\lambda},
\]
which is 0.342, 0.531 and 0.949 at \(\lambda=0.1,2,20\). At fixed \(N\) the limit \(B\to0\) gives the powder slope \(1/3\), while \(N\to\infty\) first gives slope 1, so the limits do not commute. The aligned-to-powder ratio \(\tanh x/m(x)\) tends to 3 at small \(x\) and to 2 at large \(x\). It is 2.996, 2.708, 2.186 and 2.017 at \(x=0.1,1,3,10\), and its monotone fall is tested numerically on a grid of \(x\), not proved.

A tempting shortcut is to align the grain along the direction of largest \(M_{\mathbf n}\). The weight \(Z^N\) selects the smallest \(F\), which can lie elsewhere. Take \(S=1\) with \(H=DS_z^2+h\,\mathbf n\cdot\mathbf S\), \(D>0\), \(h=g\mu_BB>D\), and \(kT\) far below the gaps. Along \(z\) the ground state is \(|{-1}\rangle\), with energy \(D-h\) and moment \(g\mu_B\). Along \(x\), \(S_x\) couples \(|0\rangle\) to \((|1\rangle+|{-1}\rangle)/\sqrt2\) with matrix element 1, and the block with diagonal \(0,D\) and off-diagonal \(h\) has lowest energy \(D/2-\sqrt{D^2/4+h^2}<D/2-h<D-h\). Its moment is \(g\mu_Bh/\sqrt{D^2/4+h^2}<g\mu_B\). With \(D=0.001\) eV, \(g=2\), \(B=20\) T and \(T=0.5\) K, the plane has \(F=-1.869\times10^{-3}\) eV and \(M=1.955\,\mu_B\), while \(z\) has \(F=-1.315\times10^{-3}\) eV and \(M=2.000\,\mu_B\). The grain settles in the plane and shows the smaller moment.

## Worked example: a model Yb³⁺ ion

Yb³⁺ has one \(4f\) hole, \(L=3\), \(S=\frac12\), \(J=\frac72\), so its levels are Kramers doublets and, with spin \(g\) factor 2, \(g_J=1+(15.75+0.75-12)/31.5=1.142857\). The crystal field uses round model parameters: \(H_{\rm CF}=B_2^0[3J_z^2-J(J+1)]+B_2^2(J_x^2-J_y^2)\), with \(B_2^0=-0.001\) eV and \(B_2^2=0.0002\) eV. The conditions are \(B=5\) T and \(T=2\) K. The doublets lie at 0, 0.0179, 0.0297 and 0.0365 eV. The lowest is nearly pure \(|\pm\frac72\rangle\), with \(g_z=7.996\) and \(g_x,g_y\approx10^{-3}\), so \(\mu=g_z\mu_B/2=3.99786\,\mu_B\) and
\[
x=\frac{3.99786\times5.788382\times10^{-5}\times5}{1.72347\times10^{-4}}=6.7135 .
\]
The reference comes from the laboratory-frame definition, with quadrature over all three Euler angles: \(M_{\rm pow}=2.01129\,\mu_B=1.164\times10^{-4}\) eV/T. The extra digits serve the quadrature comparison only.

The doublet part is \(m=0.5-\pi^2/(24\times6.7135^2)=0.5-0.009124=0.490876\), the terms in \(q\) being below the last digit, so \(\mu m=1.96245\,\mu_B\). The excited doublets add a second-order shift \(-(g_J\mu_BB)^2\,\mathbf n\cdot\Lambda\cdot\mathbf n\), with \(\Lambda_{aa}=\sum_k|\langle0|J_a|k\rangle|^2/\Delta_k\) over excited states. The shift operator is quadratic in \(\mathbf n\cdot\mathbf J\), hence even under time reversal and proportional to the identity on a Kramers doublet. Its negative field derivative, averaged over the sphere, is \(2(g_J\mu_B)^2B\,\mathrm{Tr}\Lambda/3\). With \(\mathrm{Tr}\Lambda/3=(90.005+105.658+0.126)/3=65.263\) eV\(^{-1}\),
\[
M_{\rm VV}=2\times1.142857\times3.30765\times10^{-4}\times65.263\;\mu_B=0.04934\,\mu_B .
\]
The sum is \(2.01179\,\mu_B\), above the reference by \(5.0\times10^{-4}\,\mu_B\). Third order accounts for this. Neglect \(B_2^2\), take \(T\to0\) and \(h=g_J\mu_BB\). The field widens the gap from \(|{-\frac72}\rangle\) to \(|{-\frac52}\rangle\) to \(\Delta+h|u|\), and \(|\langle\frac52|J_x|\frac72\rangle|^2=\frac74\), so the shift \(-\frac74h^2(1-u^2)/(\Delta+h|u|)\) has a cubic term \(+\frac74h^3(1-u^2)|u|/\Delta^2\). With \(\langle(1-u^2)|u|\rangle=\frac14\) the moment changes by \(-3g_J\cdot\frac74\cdot\frac14(h/\Delta)^2=-1.5\times(3.30765\times10^{-4}/0.017927)^2=-5.1\times10^{-4}\,\mu_B\).

The Lebedev errors, in \(\mu_B\) relative to the reference, are as follows.

| \(L\) | points | grid on \(z\) | rotated | Ising bound |
|---|---|---|---|---|
| 3 | 6 | −6.3e−1 | −2.0e−2 | 1.6 |
| 11 | 50 | −2.0e−3 | −9.7e−3 | 1.8e−1 |
| 17 | 110 | +9.7e−5 | +1.7e−3 | 4.5e−2 |
| 29 | 302 | −1.1e−5 | +2.1e−5 | 2.8e−3 |
| 41 | 590 | −2.6e−7 | −1.3e−5 | 1.7e−4 |
| 59 | 1202 | +2.8e−10 | +1.3e−7 | 2.7e−6 |

The first entry is the naive scheme: \((3.998+0.068+0.080)/3=1.382\,\mu_B\), with the transverse Van Vleck moments \(2g_Jh\Lambda_{aa}\), which is 31% below the reference. The smaller error of the rotated six-point rule belongs to the one rotation used, since that rule takes any saturated value between \(\mu/3\) and \(\mu/\sqrt3\) as the frame turns. The bound is proved for the pure doublet, and that it also covers the eight-level ion is a tested observation. It falls at the rate \(\mathrm{asinh}(\pi/2x)=0.2319\): from \(L=29\) to 41 the factor is \(e^{-12\times0.2319}=0.062\).

From \(L=11\) on, the aligned grid beats the rotated one, the reverse of the \(T=0\) ranking. There is no contradiction, since the \(T=0\) ranking concerns a kink and these grids have \(L\ge11\) against \(2x/\pi=4.3\). The condition \(L>2x/\pi\) alone does not secure the reversal: for the pure doublet at \(x=30\), where \(2x/\pi=19\), the aligned error is still negative and 1.4 to 1.7 times the rms for \(L=23\) to 41. Why the aligned grid does so well here is not derived. Only one rotation is tabulated, so the ranking is not a rule: the error changes strongly with the orientation of the grid, and other rotations can fall below the aligned error. For an ion whose nearly Ising ground doublet stays lowest and alone populated at the field and temperature used, a cautious design takes \(L\) from the bound. A low excited level of larger moment that crosses the ground doublet in the field can push the error far above the bound. The spread over several orientations of the grid serves as an empirical error estimate; two orientations are too few, since their difference is often smaller than the error itself.

For free grains, \(F(B)-F(0)\) per ion is \(-4.77\), \(-7.12\), \(-9.65\) and \(-10.38\times10^{-4}\) eV for the fixed powder, \(N=1\), \(N=10\) and full alignment, in the proved order. The moments are \(3.413\,\mu_B\) for \(N=1\), against \(3.402\,\mu_B\) from the Langevin form of the bare doublet, and \(3.939\,\mu_B\) for \(N=10\), against \(\mu(1-1/Nx)=3.99786\times(1-1/67.135)=3.938\,\mu_B\). Minimising \(F\) finds the \(z\) axis, with \(M=3.998\,\mu_B=2.314\times10^{-4}\) eV/T. The aligned-to-powder ratio is 1.988, below the Ising floor of 2: the bare doublet gives \(3.99784/1.96245=2.037\), and the Van Vleck term, almost wholly transverse, raises the powder value alone. At low field the ratio is \(\chi_{zz}/\bar\chi=5.36797/1.79918=2.984\).

For a model grain of \(N=10^9\) ions, \(\lambda=1\) is reached at \(B=\sqrt{2/N}\,kT/\mu=3.3\times10^{-5}\) T. Thermal agitation cannot keep such grains random at 5 T, so within this model a loose sample reads about twice the fixed-powder moment. The crossover field is a model number only: such a grain is 0.3 to 1 µm across, and its gravitational energy \(mgd\) is tens to hundreds of \(kT\) at 2 K. At 5 T that energy is below \(10^{-6}\) of the magnetic gain, so there friction and contact between grains, neglected here, decide how far a real sample turns, and a partly turned sample follows neither formula. The numerical check below gives the full output.

## Values computed for the example and the checks

```
muB = 5.788382e-05 eV/T, kB = 8.617333e-05 eV/K
J = 3.5, g_J = 1.142857, B20 = -0.001 eV, B22 = 0.0002 eV, B = 5.0 T, T = 2.0 K
doublet energies (eV): 0.000000 0.017927 0.029687 0.036498
doublet gx, gy, gz = 9.18e-04, 9.82e-04, 7.99571; mu = 3.99786 muB
kT = 1.72347e-04 eV, g_J muB B = 3.30765e-04 eV, x = 6.7135
Lambda xx, yy, zz = 90.005, 105.658, 0.126 1/eV
powder M, SO(3) reference = 2.01128863 muB = 1.16421e-04 eV/T
chi xx, yy, zz = 0.01361, 0.01598, 5.36797; mean 1.79918 muB/T
low-field error power in B (0.06, 0.12 T), L = 3: 2.984
low-field error power in B (0.06, 0.12 T), L = 5: 4.974
low-field error power in B (0.06, 0.12 T), L = 7: 6.975
x = 5.0: fitted decay rate of L*rms error 0.2999, asinh(pi/2x) = 0.3092
T = 0 error/mu:  L  Npts  axis on z   rms over axes  4/(pi L)
   17   110  -2.79e-03  1.24e-03  7.49e-02
   29   302  -1.06e-03  3.47e-04  4.39e-02
   41   590  -5.51e-04  1.50e-04  3.11e-02
   59  1202  -2.72e-04  6.16e-05  2.16e-02
   89  2702  -1.20e-04  2.24e-05  1.43e-02
T = 0 exponents in L (17 to 89): rms -2.43, axis on z -1.91
Yb model: asinh(pi/2x) = 0.2319
Yb error (muB):  L  Npts  grid on z   rotated   mu*Ising bound
    3     6  -6.29e-01  -2.00e-02  1.56e+00
   11    50  -1.96e-03  -9.68e-03  1.82e-01
   17   110  +9.66e-05  +1.68e-03  4.50e-02
   29   302  -1.10e-05  +2.06e-05  2.78e-03
   41   590  -2.60e-07  -1.34e-05  1.72e-04
   59  1202  +2.83e-10  +1.30e-07  2.65e-06
   89  2702  -5.89e-13  -8.50e-11  2.53e-09
m(x) = 0.490876, mu m = 1.96245, Van Vleck = 0.04934, sum = 2.01179 muB
low-field free grain, lambda = 0.1: M/(mu x) = 0.3423
low-field free grain, lambda = 2.0: M/(mu x) = 0.5313
low-field free grain, lambda = 20.0: M/(mu x) = 0.9486
Ising table:  x   m(x)   Langevin   tanh x   tanh/m
    0.1  0.03327  0.03331  0.09967  2.9960
    1.0  0.28120  0.31304  0.76159  2.7084
    3.0  0.45527  0.67164  0.99505  2.1856
   10.0  0.49589  0.90000  1.00000  2.0166
F(B)-F(0) (eV): powder -4.7672e-04, N=1 -7.1213e-04
F(B)-F(0) (eV): N=10 -9.6542e-04, aligned -1.0376e-03
free grain M: N=1 3.41330, N=10 3.93946 muB
Ising values: mu*Langevin 3.40238, mu*tanh x 3.99784 muB
aligned M = 3.99794 muB = 2.31416e-04 eV/T; aligned/powder = 1.9877
low-field aligned/powder = chi_zz/mean = 2.9836
N = 1e+09: field with N x^2/2 = 1 is 3.331e-05 T
S=1, D = 0.001 eV, g = 2.0, B = 20.0 T, T = 0.5 K
  in plane: F = -1.8687e-03 eV, M = 1.95494 muB
  along z:  F = -1.3154e-03 eV, M = 2.00000 muB
```
